# Epstein-Nesbet second-order energy: shifted denominators and diagonal ladder and ring insertions: verification in Python

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
# Result under test: the Epstein-Nesbet (EN) second-order energy is
#   E_EN2 = - sum_{i<j,a<b} <ij||ab>^2 / (D + S),
#   D = e_a + e_b - e_i - e_j   (Moeller-Plesset denominator),
#   S = (J_ab-K_ab) + (J_ij-K_ij) - sum_{m=i,j; e=a,b} (J_me-K_me),
# and S is the diagonal part of the ladder and ring vertices.
# i,j: occupied, a,b: virtual spin orbitals; J_pq=<pq|pq>, K_pq=<pq|qp>.
# System: regular H6 ring, STO-3G; energies in hartree, lengths in bohr.
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf import gto, scf, fci

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
SIDE = 1.8
SEPARATION = 1.0e4


def hexagon(z):
    angles = 2 * np.pi * np.arange(6) / 6
    return [["H", (SIDE * np.cos(x), SIDE * np.sin(x), z)] for x in angles]


def molecule(atoms):
    return gto.M(atom=atoms, basis="sto-3g", unit="Bohr", verbose=0)


def spatial_integrals(mol, C):
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    h = C.T @ core @ C
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"),
                    C, C, C, C, optimize=True)
    return h, eri


def spin_quantities(h, eri, n_occ):
    """Spin-orbital energies, <pq|rs> and <pq||rs>; index = 2*orbital+spin."""
    n = len(h)
    orb = np.repeat(np.arange(n), 2)
    spin = np.tile([0, 1], n)
    same = (spin[:, None] == spin[None, :]).astype(float)
    chem = eri[np.ix_(orb, orb, orb, orb)]
    chem = chem * same[:, :, None, None] * same[None, None, :, :]
    coul = chem.transpose(0, 2, 1, 3)
    anti = coul - coul.transpose(0, 1, 3, 2)
    fock = h[np.ix_(orb, orb)] * same
    fock = fock + np.einsum("piqi->pq", anti[:, :n_occ, :, :n_occ])
    eps = np.diag(fock).copy()
    assert np.max(np.abs(fock - np.diag(eps))) < 1e-7
    return eps, coul, anti


def second_order(mol, C, n_occ):
    """MP2 and EN2 energies from the integral formulas."""
    eps, coul, anti = spin_quantities(*spatial_integrals(mol, C), n_occ)
    pair = np.einsum("pqpq->pq", anti)
    I, J = np.triu_indices(n_occ, 1)
    A, B = np.triu_indices(len(eps) - n_occ, 1)
    A, B = A + n_occ, B + n_occ
    v = anti[I[:, None], J[:, None], A[None, :], B[None, :]]
    D = (eps[A] + eps[B])[None, :] - (eps[I] + eps[J])[:, None]
    S = pair[A, B][None, :] + pair[I, J][:, None]
    for m in (I, J):
        for e in (A, B):
            S = S - pair[m[:, None], e[None, :]]
    return -np.sum(v**2 / D), -np.sum(v**2 / (D + S))


# Orbitals fixed by symmetry: waves round the ring, real cosine/sine form
mol = molecule(hexagon(0.0))
site = 2 * np.pi * np.arange(6) / 6
C = np.array([np.ones(6), np.cos(site), np.sin(site),
              np.cos(2 * site), np.sin(2 * site), np.cos(3 * site)]).T
overlap = mol.intor("int1e_ovlp")
C = C / np.sqrt(np.einsum("pi,pq,qi->i", C, overlap, C))
assert np.allclose(C.T @ overlap @ C, np.eye(6), atol=1e-10)
h, eri = spatial_integrals(mol, C)
NO = 6
eps, coul, anti = spin_quantities(h, eri, NO)

# Full Hamiltonian in the basis of all 400 determinants with Ms = 0
nelec = (3, 3)
operator = fci.direct_spin1.absorb_h1e(h, eri, 6, nelec, 0.5)
H = np.array([fci.direct_spin1.contract_2e(
    operator, unit.reshape(20, 20), 6, nelec).ravel() for unit in np.eye(400)])
assert np.allclose(H, H.T, atol=1e-10)
E0 = H[0, 0]
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
e_scf = mf.kernel()
assert mf.converged and abs(e_scf - E0 - mol.energy_nuc()) < 1e-8

strings = [int(s) for s in fci.cistring.make_strings(range(6), 3)]
excitations = []
for sa in strings:
    for sb in strings:
        occ = {2 * p for p in range(6) if sa >> p & 1}
        occ |= {2 * p + 1 for p in range(6) if sb >> p & 1}
        excitations.append((sorted(set(range(NO)) - occ),
                            sorted(occ - set(range(NO)))))
rank = np.array([len(x[0]) for x in excitations])
doubles = np.where(rank == 2)[0]
b = H[0, doubles]
assert np.max(np.abs(H[0, (rank == 1) | (rank > 2)])) < 1e-9

# Ladder and ring vertices acting on a full antisymmetric amplitude t_ijab
o, u = slice(0, NO), slice(NO, None)
ring_vertex = coul[o, u, u, o]
ladder_vertex = -coul[o, u, o, u].transpose(0, 1, 3, 2)


def particle_hole(vertex, t):
    x = np.einsum("kbcj,ikac->ijab", vertex, t, optimize=True)
    x = x - x.transpose(1, 0, 2, 3)
    return x - x.transpose(0, 1, 3, 2)


def vertex_classes(t):
    pp = 0.5 * np.einsum("abcd,ijcd->ijab", anti[u, u, u, u], t, optimize=True)
    hh = 0.5 * np.einsum("klij,klab->ijab", anti[o, o, o, o], t, optimize=True)
    return [pp, hh, particle_hole(ladder_vertex, t),
            particle_hole(ring_vertex, t)]


# Each double: determinant energy, integral formula and diagram vertices
Jm = np.einsum("pqpq->pq", coul)
Km = np.einsum("pqqp->pq", coul)
D, S_formula, S_diagram, v = [], [], [], []
for K in doubles:
    (i, j), (a, c) = excitations[K]
    D.append(eps[a] + eps[c] - eps[i] - eps[j])
    cross = np.ix_([i, j], [a, c])
    S_formula.append([Jm[a, c] - Km[a, c], Jm[i, j] - Km[i, j],
                      -Jm[cross].sum(), Km[cross].sum()])
    v.append(anti[i, j, a, c])
    t = np.zeros((NO, NO, NO, NO))
    x, y = a - NO, c - NO
    t[i, j, x, y] = t[j, i, y, x] = 1.0
    t[j, i, x, y] = t[i, j, y, x] = -1.0
    S_diagram.append([w[i, j, x, y] for w in vertex_classes(t)])
D, v = np.array(D), np.array(v)
S_formula, S_diagram = np.array(S_formula), np.array(S_diagram)
S = S_formula.sum(axis=1)
gap = np.diag(H)[doubles] - E0
assert np.allclose(gap, D + S, atol=1e-9)
assert np.allclose(S_diagram, S_formula, atol=1e-10)
assert np.allclose(np.abs(b), np.abs(v), atol=1e-9)

# Second-order energies: determinant definition against integral formula
en2 = -np.sum(b**2 / gap)
mp2 = -np.sum(b**2 / D)
mp2_formula, en2_formula = second_order(mol, C, NO)
assert abs(en2 - en2_formula) < 1e-9 and abs(mp2 - mp2_formula) < 1e-9

# Full ladder/ring vertices reproduce third order and fourth-order doubles
W = H[np.ix_(doubles, doubles)] - np.diag(E0 + D)
first = b / D
mp3 = first @ W @ first
mp4_doubles = -first @ W @ ((W @ first) / D)
eo, ev = eps[:NO], eps[NO:]
D_full = (ev[None, None, :, None] + ev[None, None, None, :]
          - eo[:, None, None, None] - eo[None, :, None, None])
t1 = -anti[o, o, u, u] / D_full
Wt1 = sum(vertex_classes(t1))
t2 = -Wt1 / D_full
assert abs(0.25 * np.sum(t1 * Wt1) - mp3) < 1e-9
assert abs(0.25 * np.sum(t1 * sum(vertex_classes(t2))) - mp4_doubles) < 1e-9

# Diagonal insertions summed to all orders
class_third = (b**2 / D**2) @ S_diagram
diag_third = first @ (np.diag(W) * first)
assert abs(class_third.sum() - diag_third) < 1e-9
active = np.abs(b) > 1e-9
assert np.all(gap[active] > 0)
ratio = np.max(np.abs(S[active] / D[active]))
assert ratio < 1
S_sum = S_diagram.sum(axis=1)
terms = [-np.sum((b**2 / D * (-S_sum / D)**n)[active]) for n in range(400)]
partial = np.cumsum(terms)
assert abs(partial[-1] - en2) < 1e-9

# Exact partitioning and the Brillouin-Wigner form with diagonal Q space
values, vectors = np.linalg.eigh(H)
e_fci, weight = values[0], vectors[0, 0]**2
assert weight > 0.5
Q = np.arange(1, 400)
resolved = np.linalg.solve(e_fci * np.eye(399) - H[np.ix_(Q, Q)], H[Q, 0])
assert abs(E0 + H[0, Q] @ resolved - e_fci) < 1e-8
bw2 = brentq(lambda e: e + np.sum(b**2 / (gap - e)), en2, 0.0, xtol=1e-13)
arrow = np.diag(np.r_[0.0, gap])
arrow[0, 1:] = arrow[1:, 0] = b
assert abs(np.linalg.eigvalsh(arrow)[0] - bw2) < 1e-9
off = W - np.diag(np.diag(W))
en3 = (b / gap) @ off @ (b / gap)


def spin_square(denominator):
    psi = np.zeros(400)
    psi[0] = 1.0
    psi[doubles] = -b / denominator
    psi = psi / np.linalg.norm(psi)
    return fci.spin_op.spin_square0(psi.reshape(20, 20), 6, nelec)[0]


s2_mp, s2_en = spin_square(D), spin_square(gap)
assert abs(s2_mp) < 1e-8 and s2_en > 1e-7

# Rotation by 45 degrees inside the occupied degenerate pair
C_rot = C.copy()
C_rot[:, 1] = (C[:, 1] + C[:, 2]) / np.sqrt(2)
C_rot[:, 2] = (C[:, 2] - C[:, 1]) / np.sqrt(2)
mp2_rot, en2_rot = second_order(mol, C_rot, NO)
assert abs(mp2_rot - mp2) < 1e-9 and abs(en2_rot - en2) > 1e-6

# Two distant rings: orbitals on each ring, or spread over both
pair_mol = molecule(hexagon(0.0) + hexagon(SEPARATION))
mix = np.array([[1.0, 1.0], [1.0, -1.0]]) / np.sqrt(2)
two = {}
for name, m in (("local", np.eye(2)), ("spread", mix)):
    orbitals = np.hstack([np.kron(m, C[:, :3]), np.kron(m, C[:, 3:])])
    two[name] = second_order(pair_mol, orbitals, 2 * NO)
assert abs(two["local"][1] - 2 * en2) < 1e-7
assert abs(two["local"][0] - 2 * mp2) < 1e-7
assert abs(two["spread"][0] - 2 * mp2) < 1e-7
assert abs(two["spread"][1] - 2 * en2) > 1e-4


def show(label, value, unit="hartree"):
    print(f"{label}: {value:.6f} {unit}".rstrip())


print("H6 ring, STO-3G, 6 electrons in 6 orbitals")
show("side of hexagon", SIDE, "bohr")
show("Hartree-Fock total energy", e_scf)
names = ["k=0", "k=1 cos", "k=1 sin", "k=2 cos", "k=2 sin", "k=3"]
for p, name in enumerate(names):
    show(f"orbital energy {name}", eps[2 * p])
print("number of determinants / doubles:", len(H), "/", len(doubles))
# Pair excitation from the k=1 cosine to the k=2 cosine orbital
sample = [n for n, K in enumerate(doubles)
          if excitations[K] == ([2, 3], [6, 7])][0]
print("Sample double: i = k=1 cos (both spins), a = k=2 cos (both spins)")
show("J_ii", Jm[2, 3])
show("J_aa", Jm[6, 7])
show("J_ia", Jm[2, 6])
show("K_ia", Km[2, 6])
show("coupling magnitude |<ij||ab>|", abs(b[sample]))
show("MP denominator D", D[sample])
show("shift S", S[sample])
show("EN denominator D+S", gap[sample])
show("sample term in MP2", -b[sample]**2 / D[sample])
show("sample term in EN2", -b[sample]**2 / gap[sample])
print("Diagonal part of the third-order MP energy, by vertex class")
for name, value in zip(["particle-particle ladder", "hole-hole ladder",
                        "particle-hole ladder", "ring"], class_third):
    show(name, value)
show("sum of diagonal third-order parts", diag_third)
show("off-diagonal third-order part", mp3 - diag_third)
show("full third-order MP energy", mp3)
show("largest |S/D| among coupled doubles", ratio, "")
for n in (0, 1, 2, 3, 5, 10):
    show(f"series through n={n}", partial[n])
print("Correlation energies")
show("MP2", mp2)
show("MP2 + third order", mp2 + mp3)
show("EN2", en2)
show("EN2 in eV", en2 * HARTREE_EV, "eV")
show("Brillouin-Wigner EN second order", bw2)
show("EN third-order term", en3)
show("EN2 + third order", en2 + en3)
show("full CI", e_fci - E0)
show("full CI in eV", (e_fci - E0) * HARTREE_EV, "eV")
show("weight of reference in full CI", weight, "")
print(f"<S^2> of first-order state, EN: {s2_en:.3e} (hbar^2)")
show("MP2 after 45 degree rotation of k=1 pair", mp2_rot)
show("EN2 after 45 degree rotation of k=1 pair", en2_rot)
show("separation of two rings", SEPARATION, "bohr")
show("two rings, MP2, spread orbitals", two["spread"][0])
show("two rings, EN2, local orbitals", two["local"][1])
show("two rings, EN2, spread orbitals", two["spread"][1])
print("finished without a failed check")
```

Output:

```
H6 ring, STO-3G, 6 electrons in 6 orbitals
side of hexagon: 1.800000 bohr
Hartree-Fock total energy: -3.160278 hartree
orbital energy k=0: -0.781513 hartree
orbital energy k=1 cos: -0.432949 hartree
orbital energy k=1 sin: -0.432949 hartree
orbital energy k=2 cos: 0.510623 hartree
orbital energy k=2 sin: 0.510623 hartree
orbital energy k=3: 1.132802 hartree
number of determinants / doubles: 400 / 99
Sample double: i = k=1 cos (both spins), a = k=2 cos (both spins)
J_ii: 0.475975 hartree
J_aa: 0.488267 hartree
J_ia: 0.471749 hartree
K_ia: 0.119878 hartree
coupling magnitude |<ij||ab>|: 0.119878 hartree
MP denominator D: 1.887145 hartree
shift S: -0.682999 hartree
EN denominator D+S: 1.204146 hartree
sample term in MP2: -0.007615 hartree
sample term in EN2: -0.011934 hartree
Diagonal part of the third-order MP energy, by vertex class
particle-particle ladder: 0.011544 hartree
hole-hole ladder: 0.011055 hartree
particle-hole ladder: -0.045389 hartree
ring: 0.005786 hartree
sum of diagonal third-order parts: -0.017004 hartree
off-diagonal third-order part: 0.003468 hartree
full third-order MP energy: -0.013536 hartree
largest |S/D| among coupled doubles: 0.420117
series through n=0: -0.053101 hartree
series through n=1: -0.070105 hartree
series through n=2: -0.075701 hartree
series through n=3: -0.077590 hartree
series through n=5: -0.078474 hartree
series through n=10: -0.078604 hartree
Correlation energies
MP2: -0.053101 hartree
MP2 + third order: -0.066637 hartree
EN2: -0.078605 hartree
EN2 in eV: -2.138947 eV
Brillouin-Wigner EN second order: -0.074607 hartree
EN third-order term: 0.007856 hartree
EN2 + third order: -0.070749 hartree
full CI: -0.074747 hartree
full CI in eV: -2.033975 eV
weight of reference in full CI: 0.949324
<S^2> of first-order state, EN: 3.610e-04 (hbar^2)
MP2 after 45 degree rotation of k=1 pair: -0.053101 hartree
EN2 after 45 degree rotation of k=1 pair: -0.077504 hartree
separation of two rings: 10000.000000 bohr
two rings, MP2, spread orbitals: -0.106202 hartree
two rings, EN2, local orbitals: -0.157210 hartree
two rings, EN2, spread orbitals: -0.126583 hartree
finished without a failed check
```
